# Counting fcc superlattices: Hermite normal forms and their symmetry classes: verification in Python

```python
# Result under test: the fcc lattice has 1, 7, 13, 35, 31, 91 superlattices of
# index n = 1..6 (one per Hermite normal form, HNF), and its 48 point operations
# sort them into 1, 2, 3, 7, 5, 10 classes.
# Symbols: columns of A = primitive vectors in units of the cubic edge a;
# H = HNF, superlattice basis = A H; R = Cartesian operation; G = A^-1 R A;
# k = h/n = wave vector in units of 2 pi/a, h = three integers of equal parity;
# w = the phases n k.a_i modulo n, a row of three integers.
import itertools
import numpy as np

TWICE_A = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
A = TWICE_A / 2.0
A_INV = np.linalg.inv(A)


def hermite_forms(n):
    forms = []
    for p in range(1, n + 1):
        for r in range(1, n + 1):
            if n % (p * r):
                continue
            u = n // (p * r)
            for q in range(r):
                for s in range(u):
                    for t in range(u):
                        forms.append(np.array([[p, 0, 0], [q, r, 0], [s, t, u]]))
    return forms


def span(generators, n):
    """Group generated modulo n by one or two integer rows."""
    first = generators[0]
    second = generators[1] if len(generators) > 1 else (0, 0, 0)
    multiples_1 = {tuple(int(i * x) % n for x in first) for i in range(n)}
    multiples_2 = {tuple(int(i * x) % n for x in second) for i in range(n)}
    return frozenset(((x[0] + y[0]) % n, (x[1] + y[1]) % n, (x[2] + y[2]) % n)
                     for x in multiples_1 for y in multiples_2)


def dual_group(H, n):
    """All w modulo n whose phase is trivial on every superlattice vector."""
    rows = np.array(list(itertools.product(range(n), repeat=3)))
    good = np.all((rows @ H) % n == 0, axis=1)
    return frozenset(tuple(int(x) for x in row) for row in rows[good])


def phases(h):
    doubled = np.array(h) @ TWICE_A
    assert np.all(doubled % 2 == 0)
    return tuple(int(x) for x in doubled // 2)


def show(matrix):
    return str(np.asarray(matrix).tolist()).replace(" ", "")


# Point operations: signed permutation matrices
operations = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        R = np.zeros((3, 3), dtype=int)
        for row in range(3):
            R[row, perm[row]] = signs[row]
        operations.append(R)
G_list = []
for R in operations:
    G_float = A_INV @ R @ A
    G = np.rint(G_float).astype(int)
    assert np.allclose(G, G_float, atol=1e-12)
    G_list.append(G)
G_all = np.array(G_list)

# Independent search: images of primitive vectors among the nearest neighbours
metric = TWICE_A.T @ TWICE_A
neighbours = [np.array(v) for v in itertools.product((-1, 0, 1), repeat=3)
              if np.array(v) @ metric @ np.array(v) == 2]
assert len(neighbours) == 12
found = set()
for triple in itertools.product(neighbours, repeat=3):
    candidate = np.array(triple).T
    if np.array_equal(candidate.T @ metric @ candidate, metric):
        found.add(tuple(candidate.ravel().tolist()))
assert found == {tuple(G.ravel().tolist()) for G in G_list}
print("nearest neighbours:", len(neighbours), " point operations:", len(found))


def operation_class(R):
    proper = R * int(round(np.linalg.det(R)))
    trace = int(np.trace(proper))
    if trace == -1:
        diagonal = np.count_nonzero(np.diag(proper)) == 3
        return "C2 cube axis" if diagonal else "C2 diagonal"
    return {3: "identity", 1: "C4", 0: "C3"}[trace]


class_names = ["identity", "C4", "C2 cube axis", "C3", "C2 diagonal"]
classes = [operation_class(R) for R in operations]
print("operations per class, with inversion partners:",
      ", ".join(f"{c} {classes.count(c)}" for c in class_names))

# Hand-derived classes: (generators h of the wave-vector group, orbit size)
predicted = {
    1: [([(0, 0, 0)], 1)],
    2: [([(2, 0, 0)], 3), ([(1, 1, 1)], 4)],
    3: [([(2, 0, 0)], 3), ([(2, 2, 0)], 6), ([(2, 2, 2)], 4)],
    4: [([(2, 0, 0)], 3), ([(2, 0, 4)], 3), ([(2, 2, 0)], 6),
        ([(1, 1, 1)], 4), ([(1, 1, 3)], 12),
        ([(4, 0, 0), (0, 4, 0)], 1), ([(0, 0, 4), (2, -2, 2)], 6)],
    5: [([(2, 0, 0)], 3), ([(2, 2, 0)], 6), ([(2, 4, 0)], 6),
        ([(2, 2, 2)], 4), ([(2, 2, 4)], 12)],
    6: [([(0, 0, 6), (0, 0, 4)], 3), ([(0, 0, 6), (4, 0, 0)], 6),
        ([(0, 0, 6), (4, 4, 0)], 6), ([(0, 0, 6), (4, 0, 4)], 12),
        ([(0, 0, 6), (4, 4, 4)], 12),
        ([(3, 3, 3), (4, 0, 0)], 12), ([(3, 3, 3), (4, 4, 0)], 12),
        ([(3, 3, 3), (4, -4, 0)], 12), ([(3, 3, 3), (4, 4, 4)], 4),
        ([(3, 3, 3), (4, 4, -4)], 12)],
}

all_forms, all_keys = {}, {}
form_counts, orbit_counts = [], []
table_lines = []
for n in range(1, 7):
    forms = hermite_forms(n)
    keys = [dual_group(H, n) for H in forms]
    all_forms[n], all_keys[n] = forms, keys

    # Every group of order n in (Z/n)^3, built without Hermite forms
    elements = list(itertools.product(range(n), repeat=3))
    cyclic = {span([w], n) for w in elements}
    groups = set()
    for first, second in itertools.combinations_with_replacement(list(cyclic), 2):
        total = frozenset(((x[0] + y[0]) % n, (x[1] + y[1]) % n,
                           (x[2] + y[2]) % n) for x in first for y in second)
        if len(total) == n:
            groups.add(total)
    assert len(set(keys)) == len(forms)
    assert set(keys) == groups
    formula = sum(r * (n // (p * r)) ** 2 for p in range(1, n + 1)
                  for r in range(1, n + 1) if n % (p * r) == 0)
    assert formula == len(groups)

    # Orbits in real space: H2^-1 G H1 must be an integer matrix
    adjugates = np.array([np.rint(n * np.linalg.inv(H)).astype(int) for H in forms])
    orbit_of = []
    for H in forms:
        images = G_all @ H
        products = adjugates[:, None, :, :] @ images[None, :, :, :]
        integral = np.all(products % n == 0, axis=(2, 3))
        assert np.all(integral.sum(axis=0) == 1)
        orbit_of.append(frozenset(np.flatnonzero(integral.any(axis=1)).tolist()))
    orbits = set(orbit_of)
    assert sum(len(orbit) for orbit in orbits) == len(forms)

    # Hand-derived representatives must hit every orbit once, with the right size
    hit = set()
    for generators, size in predicted[n]:
        key = span([phases(h) for h in generators], n)
        index = keys.index(key)
        assert len(orbit_of[index]) == size
        assert orbit_of[index] not in hit
        hit.add(orbit_of[index])
        label = " and ".join(str(h).replace(" ", "") + f"/{n}" for h in generators)
        table_lines.append(f"n={n} size {len(orbit_of[index]):2d} "
                           f"H={show(forms[index])} k: {label}")
    assert hit == orbits

    # Burnside mean, from the action on wave-vector groups
    fixed_by_class = {name: set() for name in class_names}
    fixed_total = 0
    for G, name in zip(G_list, classes):
        fixed = 0
        for key in keys:
            image = (np.array(list(key)) @ G) % n
            fixed += frozenset(map(tuple, image.tolist())) == key
        fixed_by_class[name].add(fixed)
        fixed_total += fixed
    assert all(len(values) == 1 for values in fixed_by_class.values())
    assert fixed_total == len(operations) * len(orbits)
    fixed_text = ", ".join(f"{c} {next(iter(fixed_by_class[c]))}" for c in class_names)
    print(f"n={n}: HNFs {len(forms)}, classes {len(orbits)}; "
          f"fixed by one operation: {fixed_text}; sum over 48: {fixed_total}")
    form_counts.append(len(forms))
    orbit_counts.append(len(orbits))

assert form_counts == [1, 7, 13, 35, 31, 91]
assert orbit_counts == [1, 2, 3, 7, 5, 10]

# Cyclic and non-cyclic quotients at index 4
cyclic_count = sum(any(span([w], 4) == key for w in key) for key in all_keys[4])
assert cyclic_count == 28 and len(all_keys[4]) - cyclic_count == 7
print("index 4: cyclic quotients", cyclic_count,
      " non-cyclic", len(all_keys[4]) - cyclic_count)

# Index 6: unique intersections of index-2 and index-3 superlattices
combined = [frozenset(tuple((3 * x + 2 * y) % 6 for x, y in zip(u, v))
                      for u in key2 for v in key3)
            for key2 in all_keys[2] for key3 in all_keys[3]]
assert len(set(combined)) == len(combined)
assert set(combined) == set(all_keys[6])
print("index 6: distinct intersections of index 2 with index 3:", len(set(combined)))

print("Determinant 2, all forms (k in units of 2 pi/a):")
dual_basis = np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]])
for H, key in zip(all_forms[2], all_keys[2]):
    w = next(row for row in key if any(row))
    h = np.array(w) @ dual_basis
    assert phases(h) == w
    kind = "X" if np.all(h % 2 == 0) else "L"
    print(f"  H={show(H)} k={show(h / 2)} type {kind}")

# Explicit equivalence under a quarter turn about z
R = np.array([[0, -1, 0], [1, 0, 0], [0, 0, 1]])
G = np.rint(A_INV @ R @ A).astype(int)
H1 = all_forms[2][all_keys[2].index(span([phases((2, 0, 0))], 2))]
H2 = all_forms[2][all_keys[2].index(span([phases((0, 2, 0))], 2))]
U_float = np.linalg.inv(H2) @ G @ H1
U = np.rint(U_float).astype(int)
assert np.allclose(U, U_float, atol=1e-12)
assert abs(round(np.linalg.det(U))) == 1
assert np.array_equal(G @ H1, H2 @ U)
print("Quarter turn about z: R =", show(R), " G =", show(G))
print("  H1 =", show(H1), " H2 =", show(H2))
print("  G H1 =", show(G @ H1), " U =", show(U), " det U =", round(np.linalg.det(U)))

print("Classes: orbit size, one HNF (by rows), generators k in 2 pi/a:")
for line in table_lines:
    print(line)
print("success")
```

Running it gives:

```
nearest neighbours: 12  point operations: 48
operations per class, with inversion partners: identity 2, C4 12, C2 cube axis 6, C3 16, C2 diagonal 12
n=1: HNFs 1, classes 1; fixed by one operation: identity 1, C4 1, C2 cube axis 1, C3 1, C2 diagonal 1; sum over 48: 48
n=2: HNFs 7, classes 2; fixed by one operation: identity 7, C4 1, C2 cube axis 3, C3 1, C2 diagonal 3; sum over 48: 96
n=3: HNFs 13, classes 3; fixed by one operation: identity 13, C4 1, C2 cube axis 5, C3 1, C2 diagonal 5; sum over 48: 144
n=4: HNFs 35, classes 7; fixed by one operation: identity 35, C4 3, C2 cube axis 11, C3 2, C2 diagonal 11; sum over 48: 336
n=5: HNFs 31, classes 5; fixed by one operation: identity 31, C4 3, C2 cube axis 7, C3 1, C2 diagonal 7; sum over 48: 240
n=6: HNFs 91, classes 10; fixed by one operation: identity 91, C4 1, C2 cube axis 15, C3 1, C2 diagonal 15; sum over 48: 480
index 4: cyclic quotients 28  non-cyclic 7
index 6: distinct intersections of index 2 with index 3: 91
Determinant 2, all forms (k in units of 2 pi/a):
  H=[[1,0,0],[0,1,0],[0,0,2]] k=[0.5,0.5,-0.5] type L
  H=[[1,0,0],[0,1,0],[0,1,2]] k=[1.0,0.0,0.0] type X
  H=[[1,0,0],[0,1,0],[1,0,2]] k=[0.0,1.0,0.0] type X
  H=[[1,0,0],[0,1,0],[1,1,2]] k=[0.5,0.5,0.5] type L
  H=[[1,0,0],[0,2,0],[0,0,1]] k=[0.5,-0.5,0.5] type L
  H=[[1,0,0],[1,2,0],[0,0,1]] k=[0.0,0.0,1.0] type X
  H=[[2,0,0],[0,1,0],[0,0,1]] k=[-0.5,0.5,0.5] type L
Quarter turn about z: R = [[0,-1,0],[1,0,0],[0,0,1]]  G = [[1,1,1],[0,0,-1],[-1,0,0]]
  H1 = [[1,0,0],[0,1,0],[0,1,2]]  H2 = [[1,0,0],[0,1,0],[1,0,2]]
  G H1 = [[1,2,2],[0,-1,-2],[-1,0,0]]  U = [[1,2,2],[0,-1,-2],[-1,-1,-1]]  det U = 1
Classes: orbit size, one HNF (by rows), generators k in 2 pi/a:
n=1 size  1 H=[[1,0,0],[0,1,0],[0,0,1]] k: (0,0,0)/1
n=2 size  3 H=[[1,0,0],[0,1,0],[0,1,2]] k: (2,0,0)/2
n=2 size  4 H=[[1,0,0],[0,1,0],[1,1,2]] k: (1,1,1)/2
n=3 size  3 H=[[1,0,0],[0,1,0],[0,2,3]] k: (2,0,0)/3
n=3 size  6 H=[[1,0,0],[0,1,0],[1,1,3]] k: (2,2,0)/3
n=3 size  4 H=[[1,0,0],[0,1,0],[2,2,3]] k: (2,2,2)/3
n=4 size  3 H=[[1,0,0],[0,1,0],[0,3,4]] k: (2,0,0)/4
n=4 size  3 H=[[1,0,0],[0,1,0],[2,1,4]] k: (2,0,4)/4
n=4 size  6 H=[[1,0,0],[1,2,0],[1,1,2]] k: (2,2,0)/4
n=4 size  4 H=[[1,0,0],[0,1,0],[3,3,4]] k: (1,1,1)/4
n=4 size 12 H=[[1,0,0],[0,1,0],[2,2,4]] k: (1,1,3)/4
n=4 size  1 H=[[1,0,0],[1,2,0],[1,0,2]] k: (4,0,0)/4 and (0,4,0)/4
n=4 size  6 H=[[2,0,0],[0,2,0],[0,0,1]] k: (0,0,4)/4 and (2,-2,2)/4
n=5 size  3 H=[[1,0,0],[0,1,0],[0,4,5]] k: (2,0,0)/5
n=5 size  6 H=[[1,0,0],[0,1,0],[2,2,5]] k: (2,2,0)/5
n=5 size  6 H=[[1,0,0],[0,1,0],[1,3,5]] k: (2,4,0)/5
n=5 size  4 H=[[1,0,0],[0,1,0],[4,4,5]] k: (2,2,2)/5
n=5 size 12 H=[[1,0,0],[0,1,0],[1,1,5]] k: (2,2,4)/5
n=6 size  3 H=[[1,0,0],[5,6,0],[0,0,1]] k: (0,0,6)/6 and (0,0,4)/6
n=6 size  6 H=[[1,0,0],[1,2,0],[2,1,3]] k: (0,0,6)/6 and (4,0,0)/6
n=6 size  6 H=[[1,0,0],[1,2,0],[2,2,3]] k: (0,0,6)/6 and (4,4,0)/6
n=6 size 12 H=[[1,0,0],[1,2,0],[0,2,3]] k: (0,0,6)/6 and (4,0,4)/6
n=6 size 12 H=[[1,0,0],[1,2,0],[1,1,3]] k: (0,0,6)/6 and (4,4,4)/6
n=6 size 12 H=[[1,0,0],[0,1,0],[3,5,6]] k: (3,3,3)/6 and (4,0,0)/6
n=6 size 12 H=[[1,0,0],[0,1,0],[1,1,6]] k: (3,3,3)/6 and (4,4,0)/6
n=6 size 12 H=[[1,0,0],[1,3,0],[0,1,2]] k: (3,3,3)/6 and (4,-4,0)/6
n=6 size  4 H=[[1,0,0],[0,1,0],[5,5,6]] k: (3,3,3)/6 and (4,4,4)/6
n=6 size 12 H=[[1,0,0],[0,1,0],[3,3,6]] k: (3,3,3)/6 and (4,4,-4)/6
success
```
